# Why well depth does not set the ferroelectric transition temperature

**The argument under review**

The manuscript computes the energy of a ferroelectric crystal in which every cell carries the same polar displacement. The curve is a symmetric double well of depth \(E_0=400\) meV per cell. The authors divide by Boltzmann's constant \(k\), obtain \(E_0/k=4642\) K, and call this the Curie temperature \(T_c\). Their reason is that the crystal loses its polarization when thermal energy can lift a cell over its barrier.

Two questions are merged here: when does a cell leave its well, and when do different cells stop agreeing on a direction? The second defines the transition. I examine whether the computed curve can answer it.

**A model that separates the two energies**

Let \(u_i\) be the polar displacement of cell \(i\), \(\pm u_0\) the minima of the uniform well, and \(x_i=u_i/u_0\). I take the classical energy

\[
H=\sum_i E_0(x_i^2-1)^2+\frac J2\sum_{\langle ij\rangle}(x_i-x_j)^2,\qquad J=Cu_0^2>0 .
\]

The second sum counts each neighbour pair once, and \(C\) is the coupling constant per squared displacement. Each cell has \(z\) neighbours, and \(J_0=zJ\). The lattice is periodic and no field is applied unless stated.

For the manuscript's calculation all \(x_i=x\). Every difference vanishes, and

\[
\frac{H}{N}=E_0(x^2-1)^2 .
\]

The coupling has dropped out. Crystals with the same \(E_0\) and different \(J\) give the same curve, so the curve can fix \(T_c\) only if \(T_c\) does not depend on \(J\).

The case \(J=0\) shows that it does. The partition function is then a product of one-cell integrals, each smooth in temperature for \(T>0\). A small term \(-fx_i\) gives

\[
\left.\frac{\partial\langle x\rangle}{\partial f}\right|_{f=0}=\frac{\langle x^2\rangle}{kT},
\]

because \(\langle x\rangle=0\) at \(f=0\). This response is finite at every \(T>0\), so there is no transition, however deep the well. Heating produces only a gradual change: the probability density at \(x=0\) relative to that at \(x=1\) is \(e^{-E_0/kT}\), which grows smoothly with temperature and reaches 0.37 at \(kT=E_0\).

**Deep wells: what remains is a sign**

Suppose \(E_0\gg J_0\) and \(kT\ll E_0\). Each cell stays near \(x_i=s_i\), with \(s_i=\pm1\). Since \(s_i^2=1\),

\[
\frac J2(s_i-s_j)^2=\frac J2(2-2s_is_j)=J-Js_is_j .
\]

Apart from a constant, the energy is that of an Ising model, \(-J\sum_{\langle ij\rangle}s_is_j\). The depth has disappeared at leading order. As \(J\) is the one energy left, any transition must obey \(kT_c=\kappa J\), with \(\kappa\) a number set by the lattice. The assumption \(kT\ll E_0\) is then consistent at \(T_c\).

The lattice can also forbid order. For a chain, the transfer matrix has diagonal elements \(e^{J/kT}\) and off-diagonal elements \(e^{-J/kT}\). Its eigenvalues are \(2\cosh(J/kT)\) and \(2\sinh(J/kT)\), so correlations over \(r\) cells are

\[
\langle s_0s_r\rangle=\left[\tanh(J/kT)\right]^r .
\]

They decay to zero for every \(T>0\). A chain of deep wells with finite \(J\) therefore has no ordering temperature, although \(E_0/k\) may be thousands of kelvin.

The reduction to signs can be tested on the chain with continuous \(x_i\). At \(kT=J\), the ratio of the two largest transfer eigenvalues is 0.75632, 0.75898 and 0.76030 for \(E_0/J=50\), 100 and 200. The Ising value is \(\tanh1=0.76159\). The differences, 0.0053, 0.0026 and 0.0013, halve when the depth doubles, as expected of a correction proportional to \(J/E_0\).

**How deep is deep?**

Reverse one cell while its neighbours are held at \(x=1\). Its energy is

\[
W(x)=E_0(x^2-1)^2+\frac{J_0}{2}(x-1)^2 .
\]

Differentiating and taking out the common factor gives

\[
W'(x)=4E_0x(x^2-1)+J_0(x-1)=(x-1)\left[4E_0x(x+1)+J_0\right].
\]

The bracket vanishes at

\[
x=\frac{-1\pm\sqrt{1-J_0/E_0}}2 .
\]

For \(J_0<E_0\) there are three distinct stationary points. Because \(W\) rises at both ends, the outer two are minima, and the reversed cell is metastable. For \(J_0>E_0\) it has no minimum of its own. With rigid neighbours, "deep" thus requires at least \(J_0<E_0\); the Ising limit requires \(J_0\ll E_0\).

My example uses a simple cubic lattice, \(z=6\), with \(J=15\) meV, hence \(J_0=90\) meV and \(J_0/E_0=0.225\). The reversed minimum is at \(x=-(1+\sqrt{0.775})/2=-0.940\) and costs 175 meV, close to the rigid-spin cost \(2J_0=180\) meV. This cost comes mainly from the coupling; 400 meV is the barrier of an uncoupled cell.

**Mean field at any depth**

One might object that the depth takes over outside the Ising limit. Mean-field theory lets us follow all depths. Replace each neighbour by its average \(m=\langle x\rangle\). Up to a constant, one cell has the potential

\[
U_m(x)=E_0(x^2-1)^2+\frac{J_0}{2}x^2-J_0mx .
\]

For small \(m\), the last term acts as a field \(f=J_0m\), so \(\langle x\rangle=J_0m\langle x^2\rangle_0/kT\). The subscript means an average at \(m=0\). Setting \(\langle x\rangle=m\) gives the stability limit of the disordered state:

\[
kT_c=J_0\langle x^2\rangle_0 .
\]

The average depends on \(T_c\), so I must show that there is one root. With \(x=\sqrt{kT}\,y\), the weight at \(m=0\) is proportional to

\[
\exp\left[-\left(\frac{J_0}{2}-2E_0\right)y^2-E_0kT\,y^4\right],
\]

and the condition is \(J_0\langle y^2\rangle=1\). Differentiation gives

\[
\frac{d\langle y^2\rangle}{d(kT)}=-E_0\,\mathrm{Cov}(y^2,y^4)<0 ,
\]

because \(y^2\) and \(y^4\) increase together. At high temperature \(\langle y^2\rangle\to0\). As \(T\to0\), it tends to \(1/(J_0-4E_0)>1/J_0\) if \(J_0>4E_0\), and diverges otherwise. It therefore crosses \(1/J_0\) once.

**Bounds that do not contain the depth**

The integral of \(d(xe^{-U_0/kT})/dx\) over all \(x\) is zero, so \(\langle xU_0'\rangle_0=kT\). Written out,

\[
4E_0\left(\langle x^4\rangle_0-\langle x^2\rangle_0\right)+J_0\langle x^2\rangle_0=kT .
\]

At \(T_c\) the last term on the left equals \(kT_c\), which leaves

\[
\langle x^4\rangle_0=\langle x^2\rangle_0 .
\]

The variance of \(x^2\) is positive, so \(\langle x^2\rangle_0^2<\langle x^4\rangle_0=\langle x^2\rangle_0\), and \(\langle x^2\rangle_0<1\).

For a lower bound, take two independent copies \(x,x'\) of the cell at \(m=0\). Each has weight \(e^{-ax^4-bx^2}\), with \(a=E_0/kT>0\) and \(b=(J_0/2-2E_0)/kT\). Define \(p=(x+x')/\sqrt2\) and \(q=(x-x')/\sqrt2\). Then

\[
x^2+x'^2=p^2+q^2,\qquad x^4+x'^4=\tfrac12(p^4+6p^2q^2+q^4).
\]

The joint weight couples \(p\) and \(q\) through the factor \(e^{-3ap^2q^2}\). At fixed \(p\), therefore,

\[
\frac{d\langle q^2\rangle_p}{d(p^2)}=-3a\,\mathrm{Var}_p(q^2)<0 .
\]

Large \(p^2\) goes with small \(q^2\), so \(\langle p^2q^2\rangle<\langle p^2\rangle\langle q^2\rangle\). Since \(\langle xx'\rangle=0\), both factors on the right equal \(\langle x^2\rangle_0\). On the left, \(pq=(x^2-x'^2)/2\), so

\[
\langle p^2q^2\rangle=\frac14\left(2\langle x^4\rangle_0-2\langle x^2\rangle_0^2\right)
=\frac12\left(\langle x^4\rangle_0-\langle x^2\rangle_0^2\right).
\]

Hence \(\langle x^4\rangle_0<3\langle x^2\rangle_0^2\). At \(T_c\) this becomes \(\langle x^2\rangle_0<3\langle x^2\rangle_0^2\), or \(\langle x^2\rangle_0>1/3\). Together,

\[
\frac{J_0}{3}<kT_c<J_0\qquad\text{(mean field, }E_0>0\text{)} .
\]

At fixed \(J_0\), no change of depth can move the mean-field \(T_c\) by more than a factor of three. The computed \(kT_c/J_0\) is 0.334, 0.396, 0.628, 0.948 and 0.9975 for \(E_0/J_0=0.001\), 0.1, 1, 10 and 200.

The moment inequality also settles the local character of the transition. The mean-field free energy per cell is, apart from a term independent of \(m\),

\[
F(m)=\frac{J_0m^2}{2}-kT\ln\left\langle e^{J_0mx/kT}\right\rangle_0 .
\]

Its derivative, \(J_0(m-\langle x\rangle_m)\), vanishes when the mean-field condition holds. Expanding the logarithm to fourth order gives

\[
F=\frac{J_0}{2}\left(1-\frac{J_0\langle x^2\rangle_0}{kT}\right)m^2
+\frac{J_0^4\left(3\langle x^2\rangle_0^2-\langle x^4\rangle_0\right)}{24(kT)^3}m^4+\dots
\]

The quartic coefficient is positive, so the order grows continuously from zero just below \(T_c\). In the example \(m=0.246\) at \(0.98T_c\) and 0.175 at \(0.99T_c\). The squares have the ratio 1.98, close to the factor of two expected from \(m^2\propto T_c-T\).

**The two limits**

In a deep well the curvature at \(x=\pm1\) is \(E_0(12x^2-4)=8E_0\). To leading order \(\mathrm{Var}(x)\approx kT/8E_0\) within one well. Since \(\delta(x^2)\approx\pm2\,\delta x\), it follows that \(\mathrm{Var}(x^2)\approx kT/2E_0\). The condition \(\langle x^4\rangle_0=\langle x^2\rangle_0\) can be rewritten as

\[
\langle x^2\rangle_0\left(1-\langle x^2\rangle_0\right)=\mathrm{Var}(x^2)\approx\frac{kT_c}{2E_0} .
\]

With \(\langle x^2\rangle_0\approx1\) and \(kT_c\approx J_0\) in the small terms,

\[
kT_c\approx J_0\left(1-\frac{J_0}{2E_0}\right).
\]

Greater depth raises \(T_c\) slightly, by holding the displacements closer to full size, and the effect saturates. For the example, \(90(1-90/800)=79.9\) meV, or 927 K. The full mean-field solution is 78.9 meV, or 915 K, so the expansion is 1.3% too high relative to it.

In the opposite limit, \(E_0\ll J_0\), the weight near \(T_c\) becomes Gaussian and \(\langle x^4\rangle_0\to3\langle x^2\rangle_0^2\). The condition at \(T_c\) then gives \(\langle x^2\rangle_0\to1/3\) and \(kT_c\to J_0/3\). Here too \(E_0/k\) is not the transition temperature: it tends to zero at fixed \(J_0\), while the mean-field \(T_c\) does not. The value \(J_0/3\) belongs to mean field. With Gaussian fluctuations of the whole simple cubic lattice, the same condition \(\langle x^2\rangle=1/3\) gives about \(0.22J_0\), still nonzero; in two dimensions this estimate falls slowly to zero as the lattice grows.

These comparisons hold \(J=Cu_0^2\) fixed. Suppose instead that strain changes \(A\) in the uniform energy \(-Au^2/2+Bu^4/4\), with \(B\) and \(C\) fixed. Then \(u_0^2=A/B\), \(E_0=A^2/4B\) and \(J=CA/B=2C\sqrt{E_0/B}\). In the deep-well limit \(T_c\) then rises as \(\sqrt{E_0}\), because a deeper well also has a larger displacement. A correlation between \(T_c\) and depth along such a series does not justify \(T_c=E_0/k\).

**Beyond mean field: change one energy at a time**

Mean-field theory neglects correlated fluctuations, so I also use Monte Carlo sampling of the full cubic model. With \(M=\sum_ix_i\), the transition is located where the ratio \(1-\langle M^4\rangle/(3\langle M^2\rangle^2)\) agrees for lattices of \(4^3\) and \(8^3\) cells. The errors below are statistical; these small lattices leave a further finite-size error of up to about half a percent, upward. Lattices of \(6^3\) and \(12^3\) cells give 4.08 to 4.09 for the example (710 to 712 K) and about 3.65 for doubled \(J\), and the established rigid-spin value is 4.51. The last digit of each temperature is therefore not significant, while the ratio 1.79 quoted below is unchanged.

| Case | \(kT_c/J\) | \(T_c\) (K) |
|---|---:|---:|
| Example | \(4.07\pm0.02\) | 708 |
| \(E_0\) doubled, \(J\) fixed | \(4.27\pm0.01\) | 744 |
| \(J\) doubled, \(E_0\) fixed | \(3.64\pm0.01\) | 1266 |
| Rigid spins, \(J=15\) meV | \(4.50\pm0.01\) | 783 |

For the example, \(kT_c=4.068\times15=61.0\) meV, which is 708 K. The manuscript's 4642 K is too high by a factor of 6.6 for this model. The mean-field value is 29% above the Monte Carlo value.

Doubling the depth raises \(T_c\) by 5%. Doubling the coupling raises it by 79%. The second factor falls short of two because \(E_0/J\) is halved and the wells are less deep: \(2\times3.635/4.068=1.79\). If depth divided by \(k\) were the transition temperature, the first change would have doubled \(T_c\) and the second would have left it alone.

In the example, the disordered phase just above \(T_c\) is not a phase of centred cells. At the mean-field \(T_c\), \(\langle x^2\rangle=0.88\) although \(\langle x\rangle=0\). At the Monte Carlo \(T_c\), the factor \(e^{-E_0/kT_c}\) for an uncoupled cell is \(1.4\times10^{-3}\). Most cells are still displaced; they have lost their common direction.

**What the depth does determine**

The depth sets a local barrier, and with it the field needed to reverse all cells together. If \(p\) is the cell's dipole moment at \(x=1\), a field \(E\) adds \(-pEx\). The original minimum disappears when \(pE\) equals the largest restoring slope. The slope of the well has magnitude \(4E_0|x^3-x|\), whose maximum between the minima is at \(x^2=1/3\):

\[
E_{\rm uniform}=\frac{8E_0}{3\sqrt3\,p} .
\]

With polarization 50 uC/cm² and cell volume 0.13 nm³, \(p=0.50\times0.13\times10^{-27}=6.5\times10^{-29}\) C m, and the field is 15.2 MV/cm. This is a zero-temperature limit for uniform reversal, not a prediction of the coercive field of a film, where domains can nucleate and grow.

**Reading the example beside hafnia**

The parameters are round values in the rough regime of ferroelectric hafnia, not a fit, and 708 K is not a prediction for that material. The polarization is that of a well-aligned crystal; the remanent value of a polycrystalline film is typically lower. Breakdown fields are roughly a few MV/cm, well below 15.2 MV/cm, so reversing all cells together at zero temperature is out of reach for these numbers. This does not exclude thermally activated reversal cell by cell, or reversal through domains, at lower fields. At 1 MV/cm the dipole energy \(pE\) is 41 meV, two thirds of \(kT_c\). A biased capacitor would therefore show a strongly rounded change instead of the zero-field transition. The most serious omission is the long-range dipole force, which real films have and which, for bare point dipoles, would far exceed the retained coupling, as shown next. Competing nonpolar phases, strain and defects are also left out, and may change the order of the transition as well as its temperature.

For shorted electrodes, a uniformly polarized cubic lattice of point dipoles produces the Lorentz field \(P/3\varepsilon_0\) at each site. A direct sum over a long needle gives 4.179 for the geometrical factor, against \(4\pi/3=4.189\). Dividing crudely by an electronic permittivity \(\varepsilon_\infty=5\), with \(P=p/v\) and cell volume \(v\), gives the summed coupling

\[
J_{0,\rm dip}=\frac{p^2}{3\varepsilon_0\varepsilon_\infty v}=1527\ \text{meV}.
\]

This is 17 times the retained \(J_0\) and exceeds \(E_0\), so the deep-well condition would fail. Added to \(J_0\) with the uniform well held fixed, it raises the mean-field stability limit against uniform polarization from 915 K to 8559 K. This is not a transition temperature. Dipoles side by side prefer opposite directions, and on this lattice bare point dipoles favour polar columns of alternating direction over the uniform state. The example therefore describes a model with short-range coupling only. No single short-range \(J\) can stand for the dipole force as well, because the dipole energy of a long wave depends on whether the polarization varies along or across its own direction. The dipole term is itself intercell coupling, and the uniform well does not reveal it.

Anisotropy matters too. If one of the three axes is decoupled while the other two keep \(J=15\) meV, each layer of rigid spins orders at about \(2.3J\), or roughly 400 K, instead of 783 K. Fully decoupled layers choose their directions independently, so the crystal then has no net polarization unless a residual coupling or a field aligns them. Quantum motion of a single cell is minor here: with \(u_0=0.05\) nm and a moving mass of 64 u, it shifts the mean-field \(T_c\) by \(-0.1\)%. The tunnelling exponent through the uncoupled barrier is 74, so coherent tunnelling is negligible on this estimate.

**Requested correction**

The authors should withdraw \(T_c=E_0/k\) and compute energies of nonuniform patterns. For the cubic model, let neighbours alternate as \(x=\pm a\). Each pair costs \(2Ja^2\), and there are \(z/2\) pairs per cell, so

\[
\frac{H}{N}=E_0(a^2-1)^2+J_0a^2 .
\]

For \(J_0<2E_0\) the minimum is at \(a^2=1-J_0/2E_0\), and substitution gives

\[
\frac{H}{N}=\frac{J_0^2}{4E_0}+J_0-\frac{J_0^2}{2E_0}=J_0-\frac{J_0^2}{4E_0} .
\]

In the example this is \(90-5.1\approx85\) meV per cell above the uniform polar state. Such a calculation measures the coupling that the uniform curve misses. One pattern suffices if a single nearest-neighbour \(J\) describes the crystal, \(J_0<2E_0\), and the relaxation keeps the two displacements equal and opposite. That constraint matters: a common shift of all cells has the curvature \(E_0(12a^2-4)=8E_0-6J_0\) per cell, so for \(J_0>4E_0/3\) a free relaxation can slide back to the uniform polar state. For \(J_0\ge2E_0\) even the constrained pattern collapses to \(a=0\) and costs \(E_0\) whatever \(J\) is. Directional or long-range couplings need several patterns. In every case a statistical calculation of \(T_c\) must follow. The numerical output below gives the values used in this comment.

## Computed values

```
Well depth E0: 400 meV
Pair coupling J: 15 meV
Summed coupling J0 = 6J: 90 meV
Displacement u0: 0.05 nm
Coupling constant C: 6.00 eV/nm2
Polarization: 50 uC/cm2
Cell volume: 0.13 nm3
Moving mass: 64 u
Electronic permittivity: 5.0 (relative)
Misread temperature E0/k: 4642 K
Mean field, E0/J0 = 0.001: kTc/J0 = 0.3342
Mean field, E0/J0 = 0.1: kTc/J0 = 0.3961
Mean field, E0/J0 = 1: kTc/J0 = 0.6276
Mean field, E0/J0 = 10: kTc/J0 = 0.9483
Mean field, E0/J0 = 200: kTc/J0 = 0.9975
Mean-field kTc, example: 78.87 meV
Mean-field Tc, example: 915 K
Deep-well formula Tc: 927 K
Mean-field <x^2> at Tc: 0.8763
Mean-field order m at 0.98 Tc: 0.246
Mean-field order m at 0.99 Tc: 0.175
Reversed cell position x: -0.9402
Reversed cell energy cost: 174.8 meV
Chain ratio at kT=J, E0/J=50: 0.75632
Chain ratio at kT=J, E0/J=100: 0.75898
Chain ratio at kT=J, E0/J=200: 0.76030
Ising chain ratio tanh(1): 0.76159
MC kTc/J, example: 4.068 +- 0.020 (stat.)
MC kTc/J, E0 doubled: 4.273 +- 0.009 (stat.)
MC kTc/J, J doubled: 3.635 +- 0.014 (stat.)
MC kTc/J, rigid spins: 4.500 +- 0.009 (stat.)
MC Tc, example: 708 K
MC Tc, E0 doubled: 744 K
MC Tc, J doubled: 1266 K
MC Tc, rigid spins: 783 K
MC Tc ratio, E0 doubled: 1.050
MC Tc ratio, J doubled: 1.787
(E0/k) / (MC Tc): 6.55
MC kTc, example: 61.0 meV
exp(-E0/kTc), MC Tc: 1.42e-03
Layer kTc/J, one axis decoupled: 2.276
Layer Tc, rigid spins: 396 K
Harmonic quantum in cell well: 28.1 meV
Quantum shift of mean-field Tc: -0.10 %
Tunnelling exponent: 73.8
Needle dipole sum: 4.1790; 4pi/3: 4.1888
Bare dipole summed coupling: 1527 meV
Bare dipole coupling / J0: 17.0
Mean-field Tc with bare dipoles: 8559 K
Uniform switching field: 15.2 MV/cm
Dipole energy at 1 MV/cm: 40.6 meV
```
